\section*{Screening and plasmons in a warm electron gas from Maldague's integral, part 1}

(Sections cited here and not found follow in the second part.)

\section{What dimensions and symmetry fix}

The density response $\chi_0(q,\omega)$ of noninteracting electrons is an induced density divided by a potential energy. It can depend on $q$, $\omega$, the temperature $T$, the chemical potential $\mu$, the mass $m$ and $\hbar$, but not on the charge. With $k_B=1$, thermal velocity $v_T=\sqrt{T/m}$ and thermal wavelength $\lambda=\hbar\sqrt{2\pi/mT}$, it has the form
\begin{equation}
\chi_0=\frac{n}{T}\,\Phi\!\left(\frac{\omega}{qv_T},\;q\lambda,\;n\lambda^3\right).
\end{equation}
Planck's constant sits in two arguments. The degeneracy $n\lambda^3$ measures the overlap of thermal wave packets, and $q\lambda$ measures the recoil of an electron that absorbs momentum $\hbar q$. A classical result needs both to be small; nondegeneracy alone removes only the first.

When both vanish, $\Phi$ depends on $\sigma=\omega/qv_T$ alone. A real perturbation gives a real response, so $\chi_0(q,-\omega)=\chi_0(q,\omega)^*$ and $\mathrm{Re}\,\Phi$ is even in $\sigma$. In mean field the dielectric function is $\epsilon=1-(4\pi e^2/q^2)\chi_0=1-(\kappa_D^2/q^2)\Phi(\sigma)$ with $\kappa_D^2=4\pi ne^2/T$. At $\omega=0$ this is $1+c_0\kappa_D^2/q^2$. At large $\sigma$ the electrons cannot follow, $\Phi\to0$, and, if an expansion in powers of $1/\sigma$ exists, evenness leaves $\mathrm{Re}\,\Phi\simeq c_1/\sigma^2+c_2/\sigma^4$. Since $\kappa_D^2v_T^2=4\pi ne^2/m=\omega_p^2$, the zero of $\mathrm{Re}\,\epsilon$ lies at $\omega^2\simeq c_1\omega_p^2+(c_2/c_1)\,v_T^2q^2$. Debye--H\"uckel screening is the statement $c_0=1$, and the Bohm--Gross dispersion is $c_1=1$, $c_2=3$. These numbers, and the corrections in $n\lambda^3$ and $q\lambda$, require the function itself.

From here on $\hbar=m=e^2=k_B=1$, so $\omega_p^2=4\pi n$, $\kappa_D^2=4\pi n/T$ and $\lambda=\sqrt{2\pi/T}$. The gas is three-dimensional with two spin states, $\varepsilon_k=k^2/2$, $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$, and $z=e^{\mu/T}$, $a=n\lambda^3/2$, $\Theta=T/E_F$.

\section{The Lindhard function}

Let a potential energy $V e^{i\mathbf q\cdot\mathbf r-i\omega t}$ be switched on slowly, which means $\omega\to\omega+i0$. The one-particle density matrix obeys $i\dot\rho=[h+V,\rho]$. Its first-order element between $\mathbf{k+q}$ and $\mathbf k$ satisfies $\omega\rho_1=(\varepsilon_{k+q}-\varepsilon_k)\rho_1+V(f_k-f_{k+q})$. Summing $\rho_1$ over $\mathbf k$ and spin gives $\delta n=\chi_0V$ with
\begin{equation}
\chi_0(q,\omega;\mu,T)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_k-f_{k+q}}{\omega+i0+\varepsilon_k-\varepsilon_{k+q}} .
\label{def}
\end{equation}
In the random-phase approximation (RPA) the electrons respond to $V=V_{\rm ext}+(4\pi/q^2)\delta n$, so $\epsilon=V_{\rm ext}/V=1-4\pi\chi_0/q^2$. This is a mean-field step. It neglects exchange and correlation and is controlled only at weak coupling, which in the nondegenerate gas means $1/(r_sT)\ll1$, where $4\pi r_s^3n/3=1$.

\section{Two levels by hand}

Keep one term of Eq.~(\ref{def}): two levels $\varepsilon_1<\varepsilon_2$ and the response $R=(f_1-f_2)/(\omega+\varepsilon_1-\varepsilon_2)$. At zero temperature with Fermi level $\mu'$ there are three cases. For $\mu'<\varepsilon_1$ both levels are empty and $R=0$. For $\mu'>\varepsilon_2$ both are full and $R=0$. In between, $R=1/(\omega+\varepsilon_1-\varepsilon_2)$. An average of this cold response over $\mu'$ with a weight $K$ is
\begin{equation}
\frac{1}{\omega+\varepsilon_1-\varepsilon_2}\int_{\varepsilon_1}^{\varepsilon_2}\!d\mu'\,K(\mu'-\mu).
\end{equation}
It equals the warm response if the integral is $f_1-f_2=-\int_{\varepsilon_1}^{\varepsilon_2}f'(\mu')\,d\mu'$. Requiring this for every pair of levels fixes $K=-f'$. With $x=\mu'-\mu$,
\begin{equation}
K(x)=\frac{e^{x/T}}{T(e^{x/T}+1)^2}=\frac{1}{4T\cosh^2(x/2T)},
\end{equation}
where numerator and denominator were divided by $e^{x/T}$. Sending $\varepsilon_2\to\infty$ gives the occupation itself,
\begin{equation}
f(\varepsilon)=\int_{-\infty}^{\infty}d\mu'\,\theta(\mu'-\varepsilon)\,K(\mu'-\mu).
\label{kern}
\end{equation}
A warm Fermi gas has the occupations of a mixture of cold ones. The example used two facts: $R$ is linear in the occupations, and the levels do not move when $\mu'$ changes.

\section{Maldague's integral}

Equation~(\ref{def}) is a sum of such two-level terms. Insert Eq.~(\ref{kern}) for both occupations and exchange the integrals, which converge absolutely for $\mathrm{Im}\,\omega>0$. For $\mu'<0$ no state is occupied, so
\begin{equation}
\chi_0(q,\omega;\mu,T)=\int_0^\infty\! d\mu'\,K(\mu'-\mu)\,\chi_0(q,\omega;\mu',0).
\label{mal}
\end{equation}
The cold function derived below is continuous up to the real axis and grows at most as a power of $\mu'$, so the limit of real $\omega$ may be taken under the integral. The identity is exact for $\chi_0$ and for anything else linear in $f$. It does not hold for $1/\epsilon$, which is nonlinear in $f$, nor for a dispersion that depends on the filling. The weight of $K$ on $\mu'>0$ is $f(0)=z/(1+z)$, and it must not be renormalized to one. The $\mu$ in $K$ is the chemical potential at temperature $T$, found from $n(\mu,T)=n$.

\section{Reduction to one dimension and the cold function}

Let $u$ be the component of $\mathbf k$ along $\mathbf q$. In the $f_k$ term the denominator is $\omega-uq-q^2/2$. In the $f_{k+q}$ term rename $\mathbf{k+q}\to\mathbf k$; the denominator becomes $\omega+\varepsilon_{k-q}-\varepsilon_k=\omega-uq+q^2/2$. With $\nu_\pm=\omega/q\pm q/2$,
\begin{equation}
\chi_0=\frac{G(\nu_-)-G(\nu_+)}{q},\qquad G(\nu)=\int_{-\infty}^\infty\!\frac{g(u)\,du}{\nu+i0-u},
\label{G}
\end{equation}
where $g$ is the occupation integrated over the transverse momentum $p$. Using $p\,dp=d\varepsilon$,
\begin{equation}
g(u)=\frac{2\cdot2\pi}{(2\pi)^3}\int_{u^2/2}^\infty\! f\,d\varepsilon=\frac{T}{2\pi^2}\ln\!\left(1+ze^{-u^2/2T}\right),\qquad \int g\,du=n .
\end{equation}
From $1/(x+i0)=\mathrm P/x-i\pi\delta(x)$ the imaginary part is elementary at any temperature,
\begin{equation}
\mathrm{Im}\,\chi_0=-\frac{\pi}{q}\,[g(\nu_-)-g(\nu_+)].
\label{im}
\end{equation}
The real part needs a quadrature.

At $T=0$ with $k=\sqrt{2\mu'}$, $g=(k^2-u^2)/4\pi^2$ for $|u|<k$. Write $k^2-u^2=(k^2-\nu^2)+(\nu-u)(\nu+u)$. The first piece multiplies $\int_{-k}^kdu/(\nu-u)$, and the second leaves $\int_{-k}^k(\nu+u)\,du=2\nu k$:
\begin{equation}
G_0(\nu;k)=\frac{1}{4\pi^2}\left[(k^2-\nu^2)\ln\frac{\nu+k}{\nu-k}+2\nu k\right].
\label{G0}
\end{equation}
For $\mathrm{Im}\,\nu>0$ the logarithm is $\ln(\nu+k)-\ln(\nu-k)$ on principal branches. For real $\nu$ it is $\ln|(\nu+k)/(\nu-k)|-i\pi\theta(k-|\nu|)$, because for $k>|\nu|$ the number $\nu-k+i0$ has phase $\pi$.

\section{The algorithm}

\emph{Chemical potential.} Solve $\pi^{-2}\int_0^\infty k^2f\,dk=n$ by bracketing; $n$ increases with $\mu$, so the root is unique.

\emph{Variable.} Integrate over $k$, with $d\mu'=k\,dk$. For $\nu\neq0$ the function $G_0$ is odd in $k$ and analytic for $|k|<|\nu|$, so it has half-integer powers of $\mu'$ at the lower limit, while $kG_0$ is smooth in $k$ there. At $\nu=0$ it is $-ik^2/4\pi$, which is smooth as well.

\emph{Range and panels.} The kernel falls as $e^{-|x|/T}$. The range is cut at $\max(0,\mu-45T)$ and $\max(\mu,0)+45T$, which drops a fraction of order $e^{-45}$ of the weight, up to powers. The kernel has poles at $x=\pm i\pi T$, where the cosh vanishes, so in energy they lie farther from panels about $4T$ wide than the half-width $2T$. The rule acts in $k$, and with the map below in $t$, where the poles can come somewhat nearer: at $\mu=3T$ the pole $k=\sqrt{2(\mu+i\pi T)}$ lies $0.82$ half-widths from the first panel. They stay off the real axis, so their share of the error still falls geometrically with $N$. Each panel carries an $N$-point Gauss--Legendre rule.

\emph{Singular points.} For real $\omega$, Eq.~(\ref{G0}) behaves as $x\ln|x|$ in $x=k-|\nu_\pm|$, and its imaginary part has a kink there. A scaling argument gives the cost. Inside a panel the node spacing is of order $1/N$, and the unresolved region contributes $x\,dx\sim N^{-2}$. At a panel end the nodes crowd. With $t=(1-\cos\vartheta)/2\simeq\vartheta^2/4$ on $[0,1]$, Legendre's equation $y''+\cot\vartheta\,y'+N(N+1)y=0$ becomes Bessel's equation in $\zeta\simeq N\vartheta$ for small $\vartheta$, so the nodes sit at $t=\zeta^2/4N^2$ with a pattern of $\zeta$ independent of $N$. In $t^m\ln t=t^m\ln\zeta^2-t^m\ln4N^2$ the second term is a polynomial and is integrated exactly, and the first gives an error scaling as $t^m\,dt\sim N^{-2m-2}$. Placing panel edges at $k=|\nu_\pm|$ thus gives $N^{-4}$. The further map $x=h\,t^3(10-15t+6t^2)$, $dx=30h\,t^2(1-t)^2dt$, on a panel of length $h$ turns $x\ln x\,dx$ into $t^5\ln t\,dt$ at leading order, and the same argument gives $N^{-12}$.

For the gas of the worked example at $q=2$, $\omega=0$, the errors relative to the independent series~(\ref{fad}) are $7.8\times10^{-4}$ without splitting (the worst of $N=30$ to $33$), $1.3\times10^{-7}$ and $8.5\times10^{-9}$ with splitting at $N=32$ and $64$, and $1.1\times10^{-14}$ with the map at $N=32$. The observed order $3.95$ is tested against the window $3.5$ to $4.5$. The exponents $2$ and $12$ were not measured; only the errors themselves are tested.

\emph{Cancellation.} For $k\ll|\nu|$ the two terms of Eq.~(\ref{G0}) nearly cancel, and at small $q$ so do $G_0(\nu_-)$ and $G_0(\nu_+)$. Both happen at the plasmon. With $x=k/\nu$, $\ln\frac{1+x}{1-x}=2\sum_{p\,\rm odd}x^p/p$, and
\begin{align}
4\pi^2G_0&=\nu^2\Big[2\sum_{p\ge1}\frac{x^{p+2}}{p}-2\sum_{p\ge1}\frac{x^{p}}{p}+2x\Big]\nonumber\\
&=2\nu^2\sum_{p\ge1}x^{p+2}\Big(\frac1p-\frac1{p+2}\Big)=4k^2\sum_{p\ge1}\frac{x^{p}}{p(p+2)},
\end{align}
with all sums over odd $p$; the term $2x$ removes the first member of the second sum, whose index is then shifted by two. Put $x_\pm=k/\nu_\pm$ and $d_p=(x_-^p-x_+^p)/(x_--x_+)$. Then $d_1=1$, and $x_-^{p+1}-x_+^{p+1}=x_-(x_-^p-x_+^p)+x_+^p(x_--x_+)$ gives $d_{p+1}=x_-d_p+x_+^p$. Since $x_--x_+=kq/\nu_-\nu_+$,
\begin{equation}
\chi_0(q,\omega;\mu',0)=\frac{k^3}{\pi^2\nu_-\nu_+}\sum_{p\,\rm odd}\frac{d_p}{p(p+2)} .
\end{equation}
It is used for $k<\frac12\min|\nu_\pm|$, where $|d_p|\le p\,2^{1-p}$ and terms up to $p=61$ suffice in double precision.

The numerical check tests Eq.~(\ref{kern}) by quadrature and both forms of the cold function against an integral over the Fermi sphere. At $\Theta=0.05$, $1$ and $3.29$ it tests Eq.~(\ref{mal}) against a two-dimensional quadrature of Eq.~(\ref{def}) at complex $\omega$ (largest relative deviation $3.5\times10^{-13}$), and on the real axis against a principal-value quadrature of Eq.~(\ref{G}) together with Eq.~(\ref{im}) ($2.5\times10^{-14}$).

\section{Averages at small and large fugacity}

For $z<1$ and $\mu'>0$, $y/(1+y)^2=\sum_j(-1)^{j+1}jy^j$ with $y=ze^{-\mu'/T}$ expands the kernel. Using $\int_0^\infty\mu'^se^{-j\mu'/T}d\mu'=\Gamma(s+1)(T/j)^{s+1}$,
\begin{equation}
\int_0^\infty\!K\,\mu'^{\,s}d\mu'=\Gamma(s+1)\,T^s\mathcal F_s(z),\qquad \mathcal F_s=\sum_{j\ge1}\frac{(-1)^{j+1}z^j}{j^s}.
\label{avg}
\end{equation}
The cold moments of $g$ are $\int g=k^3/3\pi^2$, $\int u^2g=\frac{2k^5}{4\pi^2}(\frac13-\frac15)=k^5/15\pi^2$ and $\int u^4g=\frac{2k^7}{4\pi^2}(\frac15-\frac17)=k^7/35\pi^2$. With $k^{2s}=2^s\mu'^s$, $\Gamma(\frac52)=\frac34\sqrt\pi$, $\Gamma(\frac72)=\frac{15}8\sqrt\pi$, $\Gamma(\frac92)=\frac{105}{16}\sqrt\pi$, and $1/(\sqrt2\,\pi^{3/2})=2/(2\pi)^{3/2}$,
\begin{equation}
n=\frac{2}{\lambda^3}\mathcal F_{3/2},\qquad
\langle u^2\rangle=T\,\frac{\mathcal F_{5/2}}{\mathcal F_{3/2}},\qquad
\langle u^4\rangle=3T^2\,\frac{\mathcal F_{7/2}}{\mathcal F_{3/2}} .
\label{mom}
\end{equation}
So $a=\mathcal F_{3/2}=z-z^2/2^{3/2}+\dots$, and $z=a+a^2/2^{3/2}+O(a^3)$.

For $T\ll\mu$ the kernel is a narrow even peak of unit weight. Its second moment is, after integrating by parts, $4\int_0^\infty x\,dx/(e^{x/T}+1)=4T^2\sum_j(-1)^{j+1}/j^2=\pi^2T^2/3$. A Taylor expansion then gives $\int K\mu'^s=\mu^s[1+s(s-1)\pi^2T^2/6\mu^2+\dots]$. For $s=3/2$ the bracket is $1+\pi^2\Theta^2/8$, and fixed $n$ requires $\mu=E_F(1-\pi^2\Theta^2/12)$.

The warm response $\chi_0$ is now an exact average of cold Lindhard functions, with an algorithm to compute it and expansions of the averages at small and large fugacity. It remains to derive static screening and the plasmon dispersion and damping from it, and to work through a numerical example.
